# Inertial mass and limiting speed of an undamped ferroelectric domain wall

## What dimensions and symmetry fix

Consider a flat 180° wall whose normal is the $x$ axis. The polarization $P(x,t)$ lies in the plane of the wall, so the wall carries no bound charge. The material is described by four positive constants:

- the polarization inertia $m$, in J m s²/C²;
- the gradient stiffness $g$, in J m³/C²;
- the well coefficient $a$, in J m/C²;
- the domain polarization $P_0$, in C/m².

Try to form a speed as $m^\alpha g^\beta a^\kappa P_0^\delta$. Joules cancel if $\alpha+\beta+\kappa=0$, and coulombs then require $\delta=0$. Seconds require $2\alpha=-1$, and metres require $\alpha+3\beta+\kappa=1$. Subtracting the joule condition from the metre condition gives $2\beta=1$. Hence $\alpha=-1/2$, $\beta=1/2$ and $\kappa=0$: a characteristic speed must be a number times $\sqrt{g/m}$, whatever the depth of the well.

The same counting makes the energy per area of a resting wall, $\sigma$, proportional to $P_0^2\sqrt{ga}$, and its mass per area, $M$, proportional to $mP_0^2\sqrt{a/g}$. Therefore $M$ is a number times $m\sigma/g$.

Symmetry suggests that both numbers are one. The Lagrangian density is

$$\mathcal L=\frac m2P_t^2-\frac g2P_x^2-f(P)+EP,\qquad f=\frac{a}{4P_0^2}(P^2-P_0^2)^2,$$

where subscripts denote derivatives and $E$ is a uniform field along the polarization axis. With $c=\sqrt{g/m}$ and $\tau=ct$, the derivative terms become $(g/2)(P_\tau^2-P_x^2)$. This has the form of a relativistic field theory with $c$ in place of the speed of light. A rest energy $\sigma$ then implies a rest mass $\sigma/c^2=m\sigma/g$. The two derivations below establish this without assuming that a wall behaves as a relativistic particle.

The Euler–Lagrange equation, $\partial_t(mP_t)-\partial_x(gP_x)=-f'(P)+E$, is

$$mP_{tt}=gP_{xx}+aP-\frac{a}{P_0^2}P^3+E. \tag{1}$$

The up domain, $P=+P_0$, is on the left. A positive field enlarges it and pushes the wall to the right.

## First derivation: a wall in free steady motion

### The condition on the speed

Set $E=0$ and let $P$ depend only on $s=x-vt$. Then $P_{tt}=v^2P''$ and $P_{xx}=P''$, so (1) becomes

$$K P''=f'(P),\qquad K=g-mv^2. \tag{2}$$

Multiply by $P'$. Both sides are then total derivatives, and integration gives $KP'^2/2=f(P)+C$. Deep in a domain $P'=0$ and $f=0$, so $C=0$:

$$\frac K2P'^2=f(P). \tag{3}$$

A wall must pass through values between $-P_0$ and $P_0$, where $f>0$. This is possible only if $K>0$, hence

$$|v|<c=\sqrt{g/m}.$$

If $K<0$, the left side of (3) cannot be positive. If $K=0$, equation (2) demands $f'(P)=0$ everywhere, and a continuous $P$ must then be constant. There is thus no continuous free steady wall at or above $c$.

### The profile

Define $\gamma=1/\sqrt{1-v^2/c^2}$, so that $K=g/\gamma^2$. For a polarization that falls from left to right, the square root of (3) is

$$P'=-\sqrt{\frac{2f}{K}}=-\sqrt{\frac{a}{2K}}\,\frac{P_0^2-P^2}{P_0}.$$

Separate the variables and use $\int dP/(P_0^2-P^2)=P_0^{-1}\operatorname{artanh}(P/P_0)$. With the wall centre at $s=0$,

$$P=-P_0\tanh\frac{\gamma(x-vt)}{w},\qquad w=\sqrt{\frac{2g}{a}}. \tag{4}$$

The wall narrows from $w$ to $w/\gamma$ as its speed rises.

### Rest energy

Let $\Phi(x)=-P_0\tanh(x/w)$ be the resting wall. Equation (3) with $v=0$ says that its gradient and well energies are equal at every point. Therefore

$$\sigma=\int\left(\frac g2\Phi'^2+f(\Phi)\right)dx=g\int\Phi'^2dx. \tag{5}$$

Since $\Phi'^2=(P_0^2/w^2)\operatorname{sech}^4(x/w)$, the substitution $u=\tanh(x/w)$ gives

$$\int\Phi'^2dx=\frac{P_0^2}{w}\int_{-1}^{1}(1-u^2)\,du=\frac{4P_0^2}{3w}.$$

Consequently

$$\sigma=\frac{4gP_0^2}{3w}=\frac{2\sqrt2}{3}P_0^2\sqrt{ga}. \tag{6}$$

### Energy and momentum in motion

The moving profile is $\Phi(\gamma s)$. Its squared slope contains $\gamma^2$, while the integration length contracts by $\gamma$, so

$$I(v)=\int P'^2ds=\gamma\int\Phi'^2dx=\frac{\gamma\sigma}{g}.$$

The kinetic energy is $mv^2I/2$, the gradient energy is $gI/2$, and by (3) the well energy is $KI/2$. Their sum is

$$U=\frac12\left(mv^2+g+g-mv^2\right)I=gI=\gamma\sigma. \tag{7}$$

The field momentum per area is

$$p=-m\int P_tP_x\,dx. \tag{8}$$

The minus sign makes $p$ positive for motion to the right, because $P_t=-vP_x$. It follows that

$$p=mvI=\frac{m\sigma}{g}\gamma v. \tag{9}$$

At low speed $\gamma\simeq1+v^2/(2c^2)$. Equation (7) becomes $U\simeq\sigma+Mv^2/2$, and (9) becomes $p\simeq Mv$, both with

$$\boxed{M=\frac{m\sigma}{g}=\frac{\sigma}{c^2}}. \tag{10}$$

This is the low-speed mass. The resistance to further acceleration along the motion is $dp/dv=M\gamma^3$, which diverges as $v\to c$. So do the energy and the momentum, while the width tends to zero. A finite push therefore cannot bring the wall to $c$.

The quartic form enters the profile (4) and the value (6), but not the mass relation (10). Equations (2), (3), (5) and (7)–(9) need only two equal minima at $f=0$ with $f>0$ between them. If another such well changes $\sigma$, then $M$ changes in proportion, provided that $m$ and $g$ are held fixed.

## Second derivation: response to a force and spread of signals

### The mass from an acceleration

Now apply a weak field to a wall at rest. If the wall advances by $dX$, a layer of that thickness changes from $-P_0$ to $+P_0$. Its field energy $-EP$ falls by $2P_0E\,dX$ per area, so the force per area is $2P_0E$ to leading order.

To find the acceleration, write $P=\Phi(x-X(t))+\eta(x-X(t))$, where $\eta$ is of first order in $E$. While the wall is slow, terms in $\dot X^2$ can be dropped. Then $P_{tt}\simeq-\ddot X\Phi'$. The resting profile obeys $g\Phi''=f'(\Phi)$, so the first-order part of (1) is

$$-m\ddot X\Phi'=g\eta''-f''(\Phi)\eta+E. \tag{11}$$

For the quartic well, $f''(\Phi)=-a+3a\tanh^2(y)=2a-3a\operatorname{sech}^2(y)$ with $y=(x-X)/w$. Far from the wall $\Phi'$ vanishes, and (11) requires $\eta=E/(2a)$ there. Try this constant everywhere. The right side becomes

$$-E+\frac32E\operatorname{sech}^2y+E=\frac32E\operatorname{sech}^2y.$$

The left side is $m\ddot X(P_0/w)\operatorname{sech}^2y$. The two have the same shape, so the constant shift solves (11) at every point, provided that

$$\ddot X=\frac{3wE}{2mP_0}. \tag{12}$$

Mass is force divided by acceleration:

$$M=\frac{2P_0E}{\ddot X}=\frac{4mP_0^2}{3w}=\frac{m\sigma}{g},$$

where the last step uses the rest energy (6). No moving free wall was needed.

For other symmetric wells the shift is in general not constant, but the result survives. Multiply (11) by $\Phi'$ and integrate. Two integrations by parts move the derivatives from $\eta$ to $\Phi'$, and the result vanishes because $g\Phi'''=f''(\Phi)\Phi'$. What remains is $-m\ddot X\int\Phi'^2dx=E\int\Phi'dx=-2P_0E$. With (5), this is again $(m\sigma/g)\ddot X=2P_0E$.

### The limiting speed from signals

Let $P_1$ and $P_2$ be two bounded solutions of (1) in the same field, and let $D=P_1-P_2$. Subtracting their equations gives

$$mD_{tt}=gD_{xx}-qD,\qquad q=\frac{f'(P_1)-f'(P_2)}{P_1-P_2}.$$

Since the solutions are bounded, $|q|\le Q$ for some constant $Q>0$. Define the positive density

$$e=\frac m2D_t^2+\frac g2D_x^2+\frac Q2D^2.$$

Differentiate it and insert the equation for $D$:

$$e_t=\partial_x(gD_tD_x)+(Q-q)DD_t. \tag{13}$$

The flux of $e$ to the right is $-gD_tD_x$. Because $2\sqrt{mg}\,|D_tD_x|\le mD_t^2+gD_x^2$, multiplication by $c/2$ gives $g|D_tD_x|\le ce$.

Suppose that the two solutions and their time derivatives agree initially for $x>R$. Follow $F(t)=\int_{R+ct}^{L-ct}e\,dx$, where $L$ may be chosen as large as desired. Each moving limit contributes $-ce$, and the flux through it contributes at most $+ce$. The remaining term is bounded using $|Q-q|\le2Q$ and $|DD_t|\le e/\sqrt{mQ}$:

$$\frac{dF}{dt}\le2\sqrt{\frac Qm}\,F.$$

Thus $F\exp(-2t\sqrt{Q/m})$ cannot increase. It starts at zero and cannot be negative, so $F=0$ at later times. The solutions still agree for $x>R+ct$.

Take $P_2$ to be a uniform down domain. Let $P_1$ contain a wall to the left of $R$ and initially equal $P_2$ beyond $R$, the negligible far tail of the wall being cut off. In a field too weak to reverse the uniform domain, the wall cannot be found beyond $R+ct$. This bound also covers accelerating and distorted walls. It does not cover a front seen because separate places ahead were prepared to switch one after another, since no signal then passes between them.

### How the limit is approached

The force law can be carried to high speed. Differentiate (8), use (1), and note that every term is a total derivative:

$$\frac{dp}{dt}=-\left[\frac m2P_t^2+\frac g2P_x^2-f+EP\right]_{-\infty}^{\infty}. \tag{14}$$

In static domains the derivatives vanish. Both minima shift by $E/(2a)$, so to leading order $f$ is equal on the two sides, and (14) gives $dp/dt=2P_0E$.

A uniform $E$ and a uniform shift look the same after the Lorentz transformation with speed $c$. The slow-wall solution can therefore be used in the frame in which the wall is momentarily at rest. To leading order in $E$, its momentum is still $M\gamma v$. Starting from rest,

$$\gamma v=\frac{2P_0Et}{M},\qquad v=\frac{cq}{\sqrt{1+q^2}},\qquad q=\frac{2P_0Et}{Mc}. \tag{15}$$

For $q\ll1$ this is uniform acceleration. For $q\gg1$, $v\simeq c[1-1/(2q^2)]$. With $A=2P_0E/M$, integration of $v$ gives the distance $(c^2/A)(\sqrt{1+q^2}-1)$.

Direct time integration of (1) tests this law. In units with $a=P_0=1$, take $m=2$, $g=3$ and $E=0.02$. At $q=2$, the simulated speed is $0.894c$, in agreement with $2/\sqrt5$. At $q=0.2$, reading a mass from $X=At^2/2$ gives 1.099, against $m\sigma/g=1.089$. The distance law predicts that this reading is too large by the factor $0.02/(\sqrt{1.04}-1)=1.010$, which accounts for the difference to within about 0.1% of the mass.

## What each derivation assumes

The first derivation assumes free motion at constant speed. In return it gives the full profile, energy and momentum for every allowed speed. Its speed limit is a statement about the existence of steady walls, and does not by itself exclude a faster unsteady wall.

The second derivation obtains inertia from a weak force on a slow wall. It needs the rest profile and rest energy, but no family of moving solutions. Its speed limit follows from the spread of disturbances and includes unsteady motion, provided that the domain ahead is uniform and stable.

Both assume a flat neutral wall, a continuum, constant $m$ and $g$, and no other moving field coupled to $P$. They respond differently to damping. If $m\Gamma P_t$ is added to the left side of (1), a free wall slows down and the first derivation no longer applies. The second needs one extra term, $m\Gamma\int P_tP_xdx=-\Gamma p$:

$$\frac{dp}{dt}=2P_0E-\Gamma p. \tag{16}$$

In a weak steady field the final state has $\gamma v=2P_0E/(M\Gamma)$. With the reduced parameters above and $\Gamma=0.06$, simulation and formula both give $0.447c$.

## A worked example

Take $P_0=75$ µC/cm² $=0.75$ C/m², $a=8.0\times10^8$ J m/C², $g=6.0\times10^{-11}$ J m³/C² and $m=2.0\times10^{-18}$ J m s²/C². These are round values in the rough regime of lead titanate near room temperature. The width is

$$w=\sqrt{\frac{2(6.0\times10^{-11})}{8.0\times10^8}}\ \text{m}=0.387\ \text{nm}.$$

Equation (6) gives

$$\sigma=\frac{4(6.0\times10^{-11})(0.75)^2}{3(3.87\times10^{-10})}\ \text{J/m}^2=116\ \text{mJ/m}^2.$$

The mass and the limiting speed follow:

$$M=\frac{(2.0\times10^{-18})(0.116)}{6.0\times10^{-11}}=3.87\times10^{-9}\ \text{kg/m}^2,$$

$$c=\sqrt{\frac{6.0\times10^{-11}}{2.0\times10^{-18}}}=5.48\times10^3\ \text{m/s}.$$

In other units, $M=0.387$ ng/cm² and $c=5.48$ nm/ps. For a square cell of side 0.40 nm, the wall mass is 0.37 atomic mass units. This is an effective mass for moving the pattern, not the mass of the ions in the cell.

The speed can also be read from the soft mode. Small uniform oscillations in a domain have angular frequency $\omega_0=\sqrt{2a/m}$, because $f''(\pm P_0)=2a$. Multiplying by $w$ gives $\omega_0w=2\sqrt{g/m}$, so $c=\omega_0w/2$. Here the mode lies at 4.50 THz.

A field of 0.50 MV/cm is $5.0\times10^7$ V/m. If the domains have already taken up their small shift in this field, the initial acceleration is

$$A=\frac{2(0.75)(5.0\times10^7)}{3.87\times10^{-9}}=1.94\times10^{16}\ \text{m/s}^2.$$

At $0.9c$, $\gamma=2.29$. Without damping, this speed is reached after $\gamma v/A=0.58$ ps and a distance $(c^2/A)(\gamma-1)=2.0$ nm. The weak-field treatment is reasonable: the shift $E/(2a)$ is 3.1 µC/cm², about 4% of $P_0$. The down domain loses its static stability at $2aP_0/(3\sqrt3)=2.31$ MV/cm, where the minimum of $f-EP$ disappears at $P=-P_0/\sqrt3$.

## Where the numbers fail

The continuum is the first weak point. The width parameter $w$ is about one cell at rest, and at $0.9c$ it would shrink to 0.17 nm. About three quarters of the reversal takes place within $2w$, or two cells at rest. On a chain with spacing 0.40 nm, the wall energy varies by 4.8 mJ/m² as the wall passes from one cell to the next, or 4% of $\sigma$. If the field is raised slowly, a straight wall at rest starts to move only above about 0.25 MV/cm. The barrier and this threshold are very sensitive to the ratio of $w$ to the spacing and to the shape of the well. Raising or lowering $g$ by 20% moves the threshold to 0.15 or 0.40 MV/cm. At $g=4.0\times10^{-11}$ J m³/C² it is 0.56 MV/cm, above the field used here. A sixth-order well with nearly the same $P_0$ and curvature can lower it to about 0.05 MV/cm. The chain results below hold only for the values chosen. A field switched on suddenly can free a weakly damped wall below this value, because inertia helps to carry the wall over the barrier. At 0.50 MV/cm, the undamped chain gives a mean speed of about 3000 m/s between 2 and 4 ps, or 56% of $c$. Emission of lattice waves is a plausible cause of the loss, but it was not isolated here.

Damping is as important. A rough soft-mode linewidth of 1 THz gives a momentum decay time $1/\Gamma=0.16$ ps, shorter than the 0.58 ps needed to reach $0.9c$. The continuum formula then gives a final speed of about 2700 m/s. With both the lattice and damping, the chain gives about 1800 m/s, one third of $c$.

Strain adds inertia. If the wall carries a normal strain $\varepsilon_0\operatorname{sech}^2(x/w)$, the material velocity is $-v$ times that strain. The added mass is $\rho\int\varepsilon^2dx=4\rho\varepsilon_0^2w/3$. A density of 8.0 g/cm³ and $\varepsilon_0=0.015$, both rough, make this 24% of $M$. This is a high estimate, because such a strain belongs to a layer that is free to deform. In a flat wall the domains on either side hold the in-plane strains, which can make $\varepsilon_0$ several times smaller, and the added mass falls with its square. The estimate requires motion well below the speed of sound. Since $c$ is 1.1 times the rough longitudinal sound speed of 5000 m/s, strain cannot be treated this way near the limit.

The electromagnetic field is a small correction. A moving wall is a sheet of current $2P_0v$ per length. When a wide flat wall is set in motion, it sends out plane waves with magnetic field $H=P_0v$ on each side. In a medium of refractive index $n$, their electric field is $\mu_0c_0P_0v/n$, where $c_0$ is the speed of light in vacuum, and it opposes the drive. At the limiting speed this is $0.015/n$ MV/cm, or about 3% of the applied field for $n=1$ and less for a larger $n$. The part of the field that varies across the wall is far smaller, of order $\mu_0c^2P_0=2.8\times10^{-7}$ MV/cm.

For lead titanate itself, these values are a scale and not a prediction. Its well needs higher powers of $P$; relation (10) then still holds within the continuum model, with the $\sigma$ of that well. The chosen field is high for bulk samples and belongs to thin films. Real devices also depart from the assumption of a straight, undamped wall free of pinning. In this example, lattice and damping together hold the speed to about one third of $c$. Defects can lower it much further: a wall held by them waits until thermal agitation frees it, and these waiting times then govern the motion. In a slowly raised field below the lattice threshold, which is about 0.25 MV/cm for this chain and may differ several times over in the real crystal, the lattice alone holds a straight wall that is at rest, and thermal agitation can move it on by forming small steps. The remaining values are listed in the numerical output.

## Table of computed values

```
REDUCED-UNIT TESTS (a = P0 = 1)
inertia m, stiffness g: 2.0, 3.0
mass from early driven motion: 1.0990
mass from m sigma/g: 1.0887
late driven speed / limit, simulated: 0.8944
late driven speed / limit, formula: 0.8944
damped speed / limit, simulated: 0.4471
damped speed / limit, formula: 0.4472
EXAMPLE INPUTS
domain polarization P0: 75.0 uC/cm2
well coefficient a: 8.00e+08 J m/C2
gradient stiffness g: 6.00e-11 J m3/C2
polarization inertia m: 2.00e-18 J m s2/C2
driving field: 0.50 MV/cm
EXAMPLE RESULTS
soft-mode frequency: 4.50 THz
tanh width w: 0.387 nm
wall energy sigma: 116.2 mJ/m2
wall mass per area: 3.873e-09 kg/m2
wall mass per area, converted: 0.387 ng/cm2
wall mass per cell area: 0.373 u
limiting speed: 5477 m/s
limiting speed, converted: 5.477 nm/ps
initial acceleration: 1.936e+16 m/s2
chosen fraction of limiting speed: 0.90
time to that speed: 0.584 ps
distance to that speed: 2.00 nm
contracted width at that speed: 0.169 nm
uniform polarization shift: 3.12 uC/cm2
uniform-switching field: 2.31 MV/cm
NEGLECTED EFFECTS, ROUGH INPUTS AND SIZES
lattice spacing: 0.40 nm
lattice barrier: 4.75 mJ/m2
barrier / continuum wall energy: 0.0409
static unpinning field: 0.249 MV/cm
undamped chain speed, 2 to 4 ps: 3042 m/s
soft-mode linewidth: 1.00 THz
momentum decay time: 0.159 ps
damped continuum speed: 2686 m/s
damped chain speed, 2 to 4 ps: 1761 m/s
mass density: 8.0 g/cm3
strain change in wall: 0.015
strain mass / polarization mass: 0.240
longitudinal sound speed: 5000 m/s
limiting speed / sound speed: 1.095
induced field at limiting speed: 2.83e-07 MV/cm
temperature: 300 K
thermal energy: 0.0259 eV
wall energy per cell area: 0.1160 eV
```
